# Does the compressibility relation fix S(0) in amorphous silicon?: verification in Python

```python
# Result under test: in a solid that stays in one energy basin,
#     S(q->0) = S_frozen + n kB T / M,     M = K + 4G/3 (three dimensions),
# and not the equilibrium-fluid value n kB T / K.
# S: structure factor, n: number density, K: isothermal bulk modulus,
# G: shear modulus, M: longitudinal modulus, T: temperature.
# The spring network is two-dimensional, in units of mean spring constant
# and lattice spacing; its moduli are measured by straining it.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import gammaln

rng = np.random.default_rng(12)

# ---- Equilibrium fluid: hard rods of unit length on a ring ----
ring = 400.0
beta_pressure = 1.0
log_activity = np.log(beta_pressure) + beta_pressure
number = np.arange(1, int(ring))
log_weight = (number * log_activity + np.log(ring)
              + (number - 1) * np.log(ring - number) - gammaln(number + 1))
weight = np.exp(log_weight - log_weight.max())
weight /= weight.sum()
mean_number = weight @ number
rod_fluctuation = weight @ (number - mean_number) ** 2 / mean_number
rod_density = mean_number / ring


def rod_pressure(density):
    return density / (1 - density)


step = 1e-5
rod_relation = 2 * step / (rod_pressure(rod_density + step)
                           - rod_pressure(rod_density - step))
assert abs(rod_fluctuation / rod_relation - 1) < 0.01
print("EQUILIBRIUM FLUID (hard rods)")
print(f"Var N / mean N, explicit sum: {rod_fluctuation:.4f}")
print(f"n kB T / K from equation of state: {rod_relation:.4f}")

# ---- Disordered solid: triangular spring network with vacancies ----
nx, ny = 24, 28
box = np.array([nx, ny * np.sqrt(3) / 2])
area = box.prod()
present = rng.random((nx, ny)) > 0.03
label = -np.ones((nx, ny), dtype=int)
label[present] = np.arange(present.sum())
ix, iy = np.nonzero(present)
sites = np.column_stack([ix + 0.5 * (iy % 2), iy * np.sqrt(3) / 2])
sites = sites + rng.uniform(-0.08, 0.08, sites.shape)
atoms = len(sites)
bonds = []
for i, j in zip(ix, iy):
    shift = j % 2
    for a, b in ((i + 1, j), (i + shift, j + 1), (i + shift - 1, j + 1)):
        other = label[a % nx, b % ny]
        if other >= 0:
            bonds.append((label[i, j], other))
bonds = np.array(bonds)
vector = sites[bonds[:, 1]] - sites[bonds[:, 0]]
vector -= box * np.round(vector / box)
length = np.linalg.norm(vector, axis=1)
assert length.max() < 1.5
unit = vector / length[:, None]
spring = rng.uniform(0.5, 1.5, len(bonds))
stretch = np.zeros((len(bonds), 2 * atoms))
row = np.arange(len(bonds))
for axis in range(2):
    stretch[row, 2 * bonds[:, 0] + axis] = -unit[:, axis]
    stretch[row, 2 * bonds[:, 1] + axis] = unit[:, axis]
hessian = stretch.T @ (spring[:, None] * stretch)
eigenvalue, mode = np.linalg.eigh(hessian)
assert abs(eigenvalue[1]) < 1e-9 and eigenvalue[2] > 1e-4
eigenvalue, mode = eigenvalue[2:], mode[:, 2:]

# Moduli from uniform strain, with every atom free to relax.
affine = unit * vector
force_modes = mode.T @ (stretch.T @ (spring[:, None] * affine))
moduli = (affine.T @ (spring[:, None] * affine)
          - force_modes.T @ (force_modes / eigenvalue[:, None])) / area
bulk_2d = moduli.sum() / 4
long_2d = np.diag(moduli)
density_2d = atoms / area

# Fluctuations at the smallest wave vectors along the two box axes.
samples = 4000
normal = rng.standard_normal((len(eigenvalue), samples))
displacement = mode @ (normal / np.sqrt(eigenvalue)[:, None])
wave = 2 * np.pi / box
thermal_ratio = []
frozen_2d = []
for axis in range(2):
    phase = np.exp(-1j * wave[axis] * sites[:, axis])
    frozen_2d.append(abs(phase.sum()) ** 2 / atoms)
    coupling = mode[axis::2].T @ (wave[axis] * phase)
    fluctuation = np.sum(abs(coupling) ** 2 / eigenvalue) / atoms
    thermal_ratio.append(fluctuation * long_2d[axis] / density_2d)
thermal_ratio = np.array(thermal_ratio)
assert np.all(abs(thermal_ratio - 1) < 0.06)
bulk_ratio = thermal_ratio * bulk_2d / long_2d
assert np.all(bulk_ratio < 0.85)
print("DISORDERED SPRING NETWORK (model units)")
print(f"atoms: {atoms}, K: {bulk_2d:.4f}, mean M: {long_2d.mean():.4f}")
print(f"thermal S / (n kB T/M), mean of two axes: {thermal_ratio.mean():.3f}")
print(f"thermal S / (n kB T/K), mean of two axes: {bulk_ratio.mean():.3f}")
print(f"frozen S, mean of two axes: {np.mean(frozen_2d):.5f}")
for heat in (0.02, 0.002):
    sampled = []
    for axis in range(2):
        moved = sites[:, axis, None] + np.sqrt(heat) * displacement[axis::2]
        amplitude = np.exp(-1j * wave[axis] * moved).sum(axis=0)
        sampled.append(np.mean(abs(amplitude) ** 2) / atoms)
    predicted = np.array(frozen_2d) + density_2d * heat / long_2d
    assert np.all(abs(np.array(sampled) / predicted - 1) < 0.08)
    print(f"kB T = {heat}: sampled S {np.mean(sampled):.5f}, "
          f"frozen + n kB T/M {predicted.mean():.5f}, "
          f"n kB T/K {density_2d * heat / bulk_2d:.5f}")

# ---- Frozen vacancies and five-atom voids on a diamond lattice ----
cells = 8
face = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([face, face + 0.25])
corner = np.array(list(np.ndindex(cells, cells, cells)), dtype=float)
diamond = (corner[:, None, :] + basis[None, :, :]).reshape(-1, 3)
_, cluster = cKDTree(diamond, boxsize=cells).query(diamond, k=5)
plane_waves = np.exp(-2j * np.pi * diamond / cells)


def lattice_structure_factor(kept):
    amplitude = kept.astype(float) @ plane_waves
    return np.mean(abs(amplitude) ** 2) / kept.sum(axis=1).mean()


trials = 1500
vacancy_fraction = 0.006
kept = rng.random((trials, len(diamond))) > vacancy_fraction
vacancy_S = lattice_structure_factor(kept)
assert abs(vacancy_S / vacancy_fraction - 1) < 0.07
centre = rng.random((trials, len(diamond))) < 0.0012
removed = np.zeros_like(centre)
for k in range(5):
    removed |= centre[:, cluster[:, k]]
void_fraction = removed.mean()
void_S = lattice_structure_factor(~removed)
assert abs(void_S / (5 * void_fraction) - 1) < 0.12
print("MISSING ATOMS ON A DIAMOND LATTICE")
print(f"single vacancies: fraction {vacancy_fraction:.4f}, S {vacancy_S:.5f}")
print(f"5-atom voids: missing fraction {void_fraction:.5f}, S {void_S:.5f}, "
      f"5 x fraction {5 * void_fraction:.5f}")

# ---- Amorphous silicon: rough typical inputs ----
S_given = 0.0076
temperature = 300.0
density = 4.9e28
bulk = 90e9
shear = 45e9
longitudinal = bulk + 4 * shear / 3
thermal_energy = const.k * temperature
fluid_S = density * thermal_energy / bulk
thermal_S = density * thermal_energy / longitudinal
frozen_S = S_given - thermal_S
needed_bulk = density * thermal_energy / S_given
needed_temperature = S_given * bulk / (density * const.k)
assert S_given > 2 * fluid_S and needed_bulk < bulk / 2
print("AMORPHOUS SILICON (rough inputs)")
print(f"S(0) posed: {S_given}; temperature: {temperature:.0f} K")
print(f"number density: {density * 1e-6:.2e} cm^-3")
print(f"K: {bulk / 1e9:.0f} GPa; G: {shear / 1e9:.0f} GPa; "
      f"M: {longitudinal / 1e9:.0f} GPa")
print(f"kB T: {thermal_energy / const.e * 1e3:.2f} meV")
print(f"fluid relation n kB T/K: {fluid_S:.5f}")
print(f"thermal part n kB T/M: {thermal_S:.5f}")
print(f"posed S / fluid relation: {S_given / fluid_S:.2f}")
print(f"posed S / thermal part: {S_given / thermal_S:.2f}")
print(f"frozen remainder: {frozen_S:.5f}")
print(f"frozen share of posed S: {100 * frozen_S / S_given:.0f} %")
print(f"K needed by fluid relation: {needed_bulk / 1e9:.1f} GPa")
print(f"T needed by fluid relation: {needed_temperature:.0f} K")
cold = 100.0
print(f"at {cold:.0f} K, fluid relation: {fluid_S * cold / temperature:.5f}")
print(f"at {cold:.0f} K, frozen + thermal: "
      f"{frozen_S + thermal_S * cold / temperature:.5f}")
print(f"equivalent single vacancies: {100 * frozen_S:.2f} % of sites")
print(f"equivalent 5-atom voids: {100 * frozen_S / 5:.3f} % of atoms missing")

# ---- Neglected effect: quantum phonons at finite wave vector ----
mass = 28.085 * const.atomic_mass
sound = np.sqrt(longitudinal / (density * mass))
q_probe = 1e9
x = const.hbar * sound * q_probe / thermal_energy
level = np.arange(2000)
boltzmann = np.exp(-x * level)
quantum_factor = x * ((level + 0.5) @ boltzmann) / boltzmann.sum()
assert abs((quantum_factor - 1) / (x ** 2 / 12) - 1) < 0.02
print("NEGLECTED EFFECTS")
print(f"longitudinal sound speed: {sound / 1e3:.2f} km/s")
print(f"phonon energy at q = 1 nm^-1: "
      f"{x * thermal_energy / const.e * 1e3:.2f} meV")
print(f"quantum increase of thermal part there: "
      f"{100 * (quantum_factor - 1):.2f} %")

# ---- Neglected effect: adiabatic against isothermal bulk modulus ----
# Model solid with volume-dependent oscillator frequency, kB = 1.
V, T = sp.symbols("V T", positive=True)
theta = V ** sp.Rational(-3, 2)
free_energy = 10 * (V - 1) ** 2 + 3 * T * sp.log(1 - sp.exp(-theta / T))
pressure = sp.lambdify((V, T), -sp.diff(free_energy, V), "math")
entropy = sp.lambdify((V, T), -sp.diff(free_energy, T), "math")
V0, T0, h = 1.05, 0.8, 1e-3
P0, S0 = pressure(V0, T0), entropy(V0, T0)


def adiabatic_pressure(volume):
    temp = brentq(lambda t: entropy(volume, t) - S0, 0.5, 1.2)
    return pressure(volume, temp)


def isobaric_volume(temp):
    return brentq(lambda v: pressure(v, temp) - P0, 0.9, 1.3)


K_adiabatic = -V0 * (adiabatic_pressure(V0 + h)
                     - adiabatic_pressure(V0 - h)) / (2 * h)
K_isothermal = -V0 * (pressure(V0 + h, T0) - pressure(V0 - h, T0)) / (2 * h)
expansion = (isobaric_volume(T0 + h) - isobaric_volume(T0 - h)) / (2 * h * V0)
heat_capacity = T0 * (entropy(V0, T0 + h) - entropy(V0, T0 - h)) / (2 * h)
model_excess = expansion ** 2 * K_isothermal * V0 * T0 / heat_capacity
assert abs((K_adiabatic / K_isothermal - 1) / model_excess - 1) < 1e-3
alpha_si = 9e-6
heat_si = 1.6e6
excess_si = alpha_si ** 2 * bulk * temperature / heat_si
print(f"rough volume expansion: {alpha_si:.0e} 1/K; "
      f"heat capacity: {heat_si / 1e6:.1f} J/(cm^3 K)")
print(f"adiabatic K above isothermal K: {100 * excess_si:.2f} %")

print("all good")
```

Printed output:

```
EQUILIBRIUM FLUID (hard rods)
Var N / mean N, explicit sum: 0.2500
n kB T / K from equation of state: 0.2500
DISORDERED SPRING NETWORK (model units)
atoms: 648, K: 0.7099, mean M: 1.0428
thermal S / (n kB T/M), mean of two axes: 1.002
thermal S / (n kB T/K), mean of two axes: 0.682
frozen S, mean of two axes: 0.02566
kB T = 0.02: sampled S 0.04712, frozen + n kB T/M 0.04702, n kB T/K 0.03137
kB T = 0.002: sampled S 0.02785, frozen + n kB T/M 0.02779, n kB T/K 0.00314
MISSING ATOMS ON A DIAMOND LATTICE
single vacancies: fraction 0.0060, S 0.00596
5-atom voids: missing fraction 0.00596, S 0.02924, 5 x fraction 0.02978
AMORPHOUS SILICON (rough inputs)
S(0) posed: 0.0076; temperature: 300 K
number density: 4.90e+22 cm^-3
K: 90 GPa; G: 45 GPa; M: 150 GPa
kB T: 25.85 meV
fluid relation n kB T/K: 0.00226
thermal part n kB T/M: 0.00135
posed S / fluid relation: 3.37
posed S / thermal part: 5.62
frozen remainder: 0.00625
frozen share of posed S: 82 %
K needed by fluid relation: 26.7 GPa
T needed by fluid relation: 1011 K
at 100 K, fluid relation: 0.00075
at 100 K, frozen + thermal: 0.00670
equivalent single vacancies: 0.62 % of sites
equivalent 5-atom voids: 0.125 % of atoms missing
NEGLECTED EFFECTS
longitudinal sound speed: 8.10 km/s
phonon energy at q = 1 nm^-1: 5.33 meV
quantum increase of thermal part there: 0.35 %
rough volume expansion: 9e-06 1/K; heat capacity: 1.6 J/(cm^3 K)
adiabatic K above isothermal K: 0.14 %
all good
```
